\section*{Absolute Deformation Potentials from Joined Strained Regions of One Crystal}

\section{The number that bulk runs get wrong}

In a layered model crystal, two separate bulk calculations at strains $+1\%$ and $-1\%$ give a conduction edge that falls by $2.47$ eV per unit strain. When the two strained crystals are joined in one supercell, the same edge rises by $2.10$ eV per unit strain. The valence slope changes from $-7.97$ to $-3.40$ eV. Both slopes shift by the same $4.57$ eV, because each bulk run measures energy from its own mean electrostatic potential, and that mean moves with strain.

The Poisson equation fixes the electrostatic potential of an infinite crystal only up to a constant, so two bulk runs cannot supply the shift. A supercell containing both crystals has one constant for both. This note gives the scheme, a derivation of the shift that uses no junction, and the conditions under which the result has a meaning.

\section{Definitions and model}

Let $e$ be the strain along the layer normal $x$, tensile positive, with the in-plane cell fixed. The layer spacing is $l=a(1+e)$; write $l_\pm$ for $e=\pm e_0$. Let $\bar V$ be the cell average of the electrostatic energy of an electron, and $E$ a band edge measured from $\bar V$. The absolute deformation potential is
\begin{equation}
\Xi=\frac{d(E+\bar V)}{de}=\frac{dE}{de}+\frac{d\bar V}{de}.
\label{xi}
\end{equation}
``Absolute'' means relative to distant unstrained material of the same crystal, not to vacuum. Coherently joined regions share their in-plane cell, so $\Xi$ describes normal strain, not hydrostatic strain.

Equations are in Hartree atomic units. Each plane carries ionic charge $2$ per area $A$, spread along $x$ as a Gaussian of width $s$, and two electrons per area $A$ fill one band. In-plane motion is frozen. The Kohn--Sham equation is
\begin{equation}
\left[-\tfrac12\frac{d^2}{dx^2}+V(x)+v_x(n(x))\right]\psi=\varepsilon\psi,
\qquad v_x=-\left(\frac{3n}{\pi}\right)^{1/3},
\end{equation}
with local exchange and no correlation. An electron has charge $-1$, so $V''=-4\pi(n-n_{\rm ion})$. For a cell of length $L$ with planes at $x_j$, the Fourier components are
\begin{equation}
V(q)=\frac{4\pi}{q^2}\,[n(q)-n_{\rm ion}(q)],\qquad
n_{\rm ion}(q)=\frac{2}{AL}\,e^{-q^2s^2/2}\sum_j e^{-iqx_j},
\label{poisson}
\end{equation}
for $q\neq0$, and $V(0)=0$ by choice. Since $v_x$ depends on the local density alone, it agrees with its bulk value wherever the density does. Only the electrostatic part needs aligning.

\section{Alignment}

The supercell has $N$ planes at spacing $l_+$ centred on $x=0$ and $N$ at spacing $l_-$ centred on $L/2$, with $L=N(l_++l_-)=2Na$. It is symmetric under inversion about both centres, so the two junctions are mirror images.

Averaging a function over a sliding window of width $l$ multiplies its component $e^{iqx}$ by
\begin{equation}
\frac1l\int_{-l/2}^{l/2}e^{iqy}\,dy=\frac{\sin(ql/2)}{ql/2}.
\end{equation}
In a bulk-like region of spacing $l$ the potential contains only $q=2\pi m/l$, for which the factor is $\sin(\pi m)/(\pi m)=0$ unless $m=0$. One window per spacing therefore flattens both regions:
\begin{equation}
\bar V(x)=\sum_q V(q)\,\frac{\sin(ql_+/2)}{ql_+/2}\,\frac{\sin(ql_-/2)}{ql_-/2}\,e^{iqx}.
\label{macro}
\end{equation}
The second window leaves an already constant plateau unchanged. Together they reach $(l_++l_-)/2=a$ to each side, so the bulk-like part of a region must be wider than $2a$.

With $\bar V_\pm$ read at the region centres and $E_\pm$ taken from the bulk runs,
\begin{equation}
\Xi=\frac{(E_++\bar V_+)-(E_-+\bar V_-)}{2e_0}+O(e_0^2).
\label{central}
\end{equation}
Reversing the sign of $e_0$ exchanges the regions and reverses the numerator. The numerator is thus odd in $e_0$, and its first correction is cubic.

\section{The lineup without a junction}

The slope $d\bar V/de$ also follows from moving a single plane of the unstrained crystal. Let $V_0(x)$ be the unstrained potential, with planes at $x_j=ja$, and let $g(x)$ be the change of $V$ per unit displacement of the plane at $x=0$, to first order. Inversion symmetry makes $g$ odd. A plane has no net dynamical charge, because all planes are equivalent and moving them together creates no polarization. Its displacement therefore leaves no potential step, and in an insulator $g$ decays on both sides.

Displace the planes by $u_j=ex_j$ for $|x_j|<R$, and rigidly by $\pm eR$ beyond. Choose $R$ much longer than the range of $g$, then let $e\to0$ so that $eR\ll a$. All displacements are small, the outer crystal is unstrained, and it provides the reference. Near the origin
\begin{equation}
V(x)=V_0(x)+e\sum_jx_j\,g(x-x_j).
\end{equation}
The average must run over the strained cell, of width $l=a(1+e)$. Stretching the window changes the average of $V_0$ at the rate
\begin{equation}
\frac{d}{de}\left[\frac1l\int_{-l/2}^{l/2}V_0\,dx\right]_{e=0}=-\bar V_0+V_0(a/2),
\label{window}
\end{equation}
where the first term comes from $1/l$ and the second from the two limits, using $V_0(-a/2)=V_0(a/2)$.

In the displacement term write $x_j=x-(x-x_j)$:
\begin{align}
\frac1a\int_{-a/2}^{a/2}\!\sum_jx_jg(x-x_j)\,dx
={}&\frac1a\int_{-a/2}^{a/2}\!x\sum_jg(x-x_j)\,dx\nonumber\\
&-\frac1a\int_{-\infty}^{\infty}y\,g(y)\,dy .
\end{align}
The last integral arises because the intervals of $y=x-x_j$ for successive $j$ tile the whole line. In the first integral, moving all planes equally translates the potential, so $\sum_jg(x-x_j)=-V_0'(x)$. Integration by parts gives
\begin{equation}
-\frac1a\int_{-a/2}^{a/2}xV_0'\,dx=-V_0(a/2)+\bar V_0,
\end{equation}
which cancels Eq.~(\ref{window}). What remains is
\begin{equation}
\frac{d\bar V}{de}=-\frac1a\int_{-\infty}^{\infty}x\,g(x)\,dx .
\label{response}
\end{equation}
No junction enters, so to first order the lineup is a bulk property.

The same reasoning covers relaxation at a junction. Opening it slightly shifts the planes deep inside a region rigidly, which translates the potential there and leaves its mean unchanged to first order.

Two limits help in reading the result. Suppose each plane carried a rigid neutral charge cloud whose potential energy $w(x)$ vanishes far from the plane, and let $V$ be the sum of these $w$, with no constant added. Then $g=-w'$, and integration by parts gives $d\bar V/de=-(1/a)\int w\,dx=-\bar V$. This is the dilution law $\bar V\propto1/l$. In a metal with thick regions, the Fermi level is common to both. If $\mu$ is its height above $\bar V$, then $\mu+\bar V$ is equal on both sides and $d\bar V/de=-d\mu/de$: the lineup cancels the bulk shift.

\section{Algorithm}

\begin{verbatim}
for e in (+e0, -e0):
    solve one cell of length a(1+e) self-consistently
    E[e] = edges at k = pi/l, from the cell mean of V
for N in increasing thicknesses:
    place N planes at l+ about 0, N planes at l- about L/2
    v = potential of neutral trial planes
    repeat:
        diagonalize; fill 2N bands; build n; get v_out
        r = v_out - v; stop if max|r| < tolerance
        p = P r             (inverse dielectric model)
        update v by Anderson mixing of stored v and p
    average V with both windows; read it at 0 and L/2
    compare V minus plateau with bulk V at both centres
    Xi(N) = [E+ + V+ - E- - V-] / (2 e0)
accept when Xi(N) and the central potential have settled
\end{verbatim}

Anderson mixing chooses coefficients $\gamma_i$ that minimize $|p-\sum_i\gamma_i\Delta p_i|$, where $\Delta$ denotes differences of successive stored vectors, and sets
\begin{equation}
v_{\rm new}=v+p-\sum_i\gamma_i(\Delta v_i+\Delta p_i).
\end{equation}
Use the same basis cutoff in bulk and supercell, or cutoffs high enough that their difference does not matter, and keep the number of cells times the number of $k$ points roughly constant. Otherwise a sampling error can pass for a thickness effect.

\paragraph{Cost.} The number of plane waves grows as $N$, so dense diagonalization costs $O(N^3)$ time per $k$ point and $O(N^2)$ memory. The averaging cost is negligible.

\paragraph{Stability.} Near self-consistency, an error $\delta v$ in a mode with dielectric eigenvalue $\epsilon$ gives $r=-\epsilon\,\delta v$. Simple mixing $v\to v+\alpha r$ multiplies the error by $1-\alpha\epsilon$ and converges only if $0<\alpha\epsilon<2$ for every mode. In an insulator $\epsilon$ stays finite as $L$ grows. In a metal it grows as $1/q^2$, hence as $L^2$ for the longest wave, and a preconditioner becomes essential. The starting density matters for a related reason. The ionic charge densities of the two regions differ, and by Eq.~(\ref{poisson}) an uncompensated difference produces a potential of order $L^2$. Neutral trial planes avoid it.

\section{Worked example}

The parameters are $a=0.300$ nm, $A=0.0330$ nm$^2$, $s=0.070$ nm and $e_0=0.01$. The unstrained gap is $2.80$ eV. With $N=20$, each region is about $6.0$ nm thick. Energies in the table are in eV.

\begin{center}
\begin{tabular}{lrr}
 & $+1\%$ & $-1\%$\\
Valence edge from bulk mean & $-5.54212$ & $-5.38266$\\
Conduction edge from bulk mean & $-2.69127$ & $-2.64192$\\
Macroscopic mean & $0.04522$ & $-0.04618$\\
Aligned valence edge & $-5.49690$ & $-5.42885$\\
Aligned conduction edge & $-2.64604$ & $-2.68810$
\end{tabular}
\end{center}

Equation~(\ref{central}) gives
\begin{align}
\Xi_v&=\frac{-5.49690+5.42885}{0.02}=-3.40\ {\rm eV},\\
\Xi_c&=\frac{-2.64604+2.68810}{0.02}=+2.10\ {\rm eV}.
\end{align}
The lineup slope is $0.09141/0.02=4.57$ eV. For Eq.~(\ref{response}), one plane in a 32-cell unstrained crystal was displaced by $0.05$ bohr and the odd part of the response was integrated. The result, $4.5745$ eV, differs from the supercell value $4.5704$ eV by $0.09\%$ of the latter. Neither value is the first-order limit. The supercell slope rises by $5.5$ meV when $e_0$ is doubled, so its $O(e_0^2)$ term is about $1.8$ meV and the limit is $4.569$ eV. The single-plane value, taken at finite displacement in a finite cell, lies about $6$ meV above that limit.

The middle of the gap has a bulk-only slope of $(-7.97-2.47)/2=-5.22$ eV and an absolute slope of $(-3.40+2.10)/2=-0.65$ eV. In this model the lineup thus cancels most of the midgap shift; in a metal it would cancel the whole Fermi-level shift.

\paragraph{Thickness.} At fixed strain and nominal cutoff, with nearly fixed $k$ sampling, the scan gives:
\begin{center}
\begin{tabular}{rrrr}
$N$ & Thickness (nm) & $\Xi_v$ (eV) & $\Xi_c$ (eV)\\
4 & 1.20 & $-3.4445$ & 2.0609\\
6 & 1.80 & $-3.4097$ & 2.0957\\
8 & 2.40 & $-3.4040$ & 2.1014\\
12 & 3.60 & $-3.4025$ & 2.1029\\
20 & 6.00 & $-3.4024$ & 2.1030
\end{tabular}
\end{center}
Relative to $N=20$, the deviation of $\Xi_v$ is $42$, $7$ and $2$ meV for $N=4$, $6$ and $8$. This rapid fall is what an exponentially decaying junction disturbance would give, though so few points do not establish the law. A settled $\Xi$ could hide compensating errors, so the potential itself was compared too. Within one cell on either side of each centre at $N=20$, the supercell potential minus its plateau matches the bulk potential to $0.012$ meV.

\paragraph{Why not read the edges from supercell levels?} Both band extrema lie in the compressed region, so the highest filled and lowest empty levels say nothing direct about the edges of the expanded one. They are also shifted by confinement. Take a well of width $w$ and depth $D$, a barrier of width $b$ and one mass $m$, with $w+b=L$ and, in this paragraph only, $x$ measured from the centre of the well. The lowest envelope at energy $\mathcal E$ above the well bottom is $\cos kx$ in the well and proportional to $\cosh\kappa(x-L/2)$ in the barrier, with $k=\sqrt{2m\mathcal E}$ and $\kappa=\sqrt{2m(D-\mathcal E)}$. Equal logarithmic derivatives at $x=w/2$ require
\begin{equation}
k\tan(kw/2)=\kappa\tanh(\kappa b/2).
\end{equation}
For holes, energy is counted downwards. As $w$ and $b$ grow at fixed $D$, $kw\to\pi$ and $\mathcal E\to\pi^2/(2mw^2)$, which is only algebraic convergence.

The aligned edges give depths of $68$ meV for holes and $42$ meV for electrons; the unstrained bulk masses are $0.199$ and $0.143$ electron masses (those of the strained regions differ by $3$ to $5\%$, which shifts the predicted levels by up to $0.5$ meV). The well equation then puts the two levels at $-5.44867$ and $-2.67156$ eV. Direct diagonalization of the supercell gives $-5.44893$ and $-2.67133$ eV. The agreement, within $0.3$ meV, tests the aligned edges of the compressed region on the supercell's own spectrum. It tests those of the expanded region less sharply, because they enter only through the barrier height: moving such an edge by $1$ meV moves the level by only about $0.15$ meV for holes and $0.3$ meV for electrons. The levels still lie $20$ and $17$ meV from their edges at $6$ nm, when the alignment has long settled.

\paragraph{Strain and junction.} At $N=12$, doubling the strain changes $\Xi_v$ and $\Xi_c$ by at most $1$ meV. Opening each junction by $0.0030$ nm, with the region spacings fixed, changes the lineup by $0.002\%$, and closing it by the same amount gives nearly the same change, while three times the opening gives $0.016\%$. The change is thus essentially quadratic in the opening.

\section{Relation to a real semiconductor}

The spacing, the density of $202$ valence electrons per nm$^3$ and a direct gap of a few eV are roughly in the regime of silicon, whose fundamental gap is indirect and much smaller, about $1.1$ eV. Deformation potentials of a few eV are of ordinary size for semiconductors, but these values are not predictions for silicon. The least realistic assumption is frozen in-plane motion: its free-electron scale, $\pi^2/(2A)=11.4$ eV, exceeds the gap. If that motion separates and the filling is unchanged, its energy at fixed in-plane wavevector does not depend on $e$ and cancels from $\Xi$. For these parameters the filling would not stay unchanged: with free in-plane motion on the same potential, the Fermi level lies about $7$ eV above the conduction edge and about $0.4$ of the two electrons per plane enter the second band. The model is an insulator only because the in-plane motion is frozen. Real bands do not separate, and the resulting error is not estimated here. Adding Wigner correlation at $N=12$ moves $\Xi_v$ by $-0.03$ eV and $\Xi_c$ by $+0.04$ eV. Real devices are also doped. At $10^{16}$ cm$^{-3}$ and $300$ K the Debye length with unit permittivity is $12$ nm, and a semiconductor's larger permittivity lengthens it, so $6$ nm regions are little affected at this doping. Heavier doping is different: at $10^{18}$ cm$^{-3}$ and permittivity $11.7$ the Debye length is $4$ nm, and classical screening lowers a $42$ meV step between the centres of $6$ nm regions to about $34$ meV. In equally doped, nondegenerate regions much thicker than the Debye length, neutrality fixes the majority edge relative to the common Fermi level, apart from small changes in the density of states. The measured step in that edge then nearly vanishes, and reading it as a deformation potential would miss almost the whole $2.10$ eV for electrons or $3.40$ eV for holes.

\section{Failure modes}

\begin{itemize}
\item \emph{Piezoelectric field.} Let the regions have polarizations $P_\pm$, equal thickness and equal permittivity $\epsilon$. Continuity of $\epsilon F+4\pi P$ and zero total voltage, $F_++F_-=0$, give $F_+=-2\pi(P_+-P_-)/\epsilon$. The plateaus tilt, and the level depends on where it is read. Check the slope of $\bar V(x)$, not just its central value.
\item \emph{Charge transfer.} If the filled edge of one region rises above the empty edge of the other, electrons cross the junction and bend the bands. The gap must exceed the edge steps, as it does here.
\item \emph{Thin regions.} If the averaging windows reach the disturbed layers, the plateau is contaminated. The comparison with the bulk potential reveals this.
\item \emph{Mismatched references.} Bulk and supercell must use the same ionic potentials, functional and definition of $V$. If $E$ is measured from the total effective potential, the lineup must use that potential too.
\item \emph{Unsuitable strain.} Too large a strain leaves the linear regime; too small a strain magnifies convergence noise, since an error $\delta$ in the step becomes $\delta/(2e_0)$ in $\Xi$. At $e_0=0.01$, a $1$ meV error becomes $50$ meV.
\end{itemize}

The remaining digits and the $N=16$ entry of the scan are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Layer spacing: 0.300 nm
In-plane area per plane: 0.0330 nm^2
Ion-plane Gaussian width: 0.070 nm
Valence density: 202.0 per nm^3
Strain in the two regions: +/- 1.0 %
Unstrained gap: 2.7962 eV
Hole, electron mass: 0.1993, 0.1427 electron masses
Bulk valence, conduction edge from mean, + strain: -5.54212, -2.69127 eV
Bulk valence, conduction edge from mean, - strain: -5.38266, -2.64192 eV
Macroscopic mean, + and - region: 0.04522, -0.04618 eV
Mean-potential step: 0.09141 eV
Aligned valence, conduction edge, + region: -5.49690, -2.64604 eV
Aligned valence, conduction edge, - region: -5.42885, -2.68810 eV
Bulk-only slopes, valence, conduction: -7.973, -2.467 eV
Lineup slope, supercell: 4.5704 eV
Lineup slope, one moved plane: 4.5745 eV
Absolute deformation potential, valence: -3.402 eV
Absolute deformation potential, conduction: 2.103 eV
Scan: planes, thickness (nm), lineup slope, Xi_v, Xi_c (eV)
   4  1.20  4.5284  -3.4445  2.0609
   6  1.80  4.5632  -3.4097  2.0957
   8  2.40  4.5689  -3.4040  2.1014
  12  3.60  4.5703  -3.4025  2.1029
  16  4.80  4.5704  -3.4024  2.1030
  20  6.00  4.5704  -3.4024  2.1030
Largest Xi change, 16 to 20 planes: 7.71e-06 eV
Largest central mismatch with bulk: 1.22e-02 meV
Highest filled level, supercell and square well: -5.44893, -5.44867 eV
  distance from aligned edge: 20.08 meV
Lowest empty level, supercell and square well: -2.67133, -2.67156 eV
  distance from aligned edge: 16.78 meV
Junction opening tested: 0.0030 nm
Relative lineup change on opening: 0.002 %
Change of Xi_v, Xi_c from doubled strain: 0.0010, 0.0005 eV
Change of Xi_v, Xi_c from correlation: -0.0264, 0.0356 eV
In-plane kinetic scale left out: 11.39 eV
Thermal energy at 300 K: 25.85 meV
Thermal carrier factor exp(-gap/2kT): 3.26e-24
Debye length at 1e+16 cm^-3, permittivity 1: 12.0 nm
\end{verbatim}
